\section*{Natural Iteration for the fcc Tetrahedron Approximation: Descent and Critical Slowing}

\section{The physical problem}

A binary alloy on the fcc lattice is cooled from a temperature at which its two species are nearly randomly mixed. Neighbouring atoms become correlated, and, depending on the interaction and the composition, the crystal may separate into two compositions or order on sublattices. To compute the equilibrium state one minimizes an approximate grand potential over the probabilities of small clusters. Natural iteration does this by repeated substitution. We ask why it descends, and how far from the answer it is when its changes have become small.

Let $\sigma=\pm1$ label the species. A nearest-neighbour bond has energy $-J\sigma\sigma'$, so $J>0$ favours like neighbours and $J<0$ unlike ones. The field $h$ is half the difference of the chemical potentials and contributes $-h\sigma$ per site. Put $K=J/kT$ and $H=h/kT$; energies are quoted in units of $|J|$. Temperature and field are held fixed during the iteration.

\section{The grand potential}

Divide fcc into four simple cubic sublattices. Every nearest-neighbour tetrahedron has one site on each. The unknowns are the 16 probabilities $z(\sigma_1,\sigma_2,\sigma_3,\sigma_4)$, taken equal for all tetrahedra. Their marginals are the pair probabilities $y_{ij}$ and point probabilities $x_i$.

The entropy is approximated by a sum of cluster entropies with overcounting numbers $a$, chosen so that each cluster is counted once in total. A site belongs to 8 tetrahedra and 12 pairs, which gives 2 tetrahedra and 6 pairs per site. A triangle lies in one tetrahedron and a pair in two. Hence
\[
a_{\rm tet}=1,\quad a_{\rm tri}=1-1=0,\quad a_{\rm pair}=1-2=-1,\quad a_{\rm pt}=1-8+12=5 .
\]
Per lattice site there is one pair of each of the six kinds $ij$, and a quarter of a site of each sublattice. The reduced grand potential per site, $F=\Omega/(NkT)$, is therefore
\begin{equation}
F=2\sum z\,(e+\ln z)-\sum_{i<j}\sum y_{ij}\ln y_{ij}+\frac54\sum_i\sum x_i\ln x_i ,
\label{F}
\end{equation}
\begin{equation}
e=-\frac K2\sum_{i<j}\sigma_i\sigma_j-\frac H8\sum_i\sigma_i .
\end{equation}
Inner sums run over spin values. The factors in $e$ follow from the two tetrahedra per site: $2e$ must give $-K$ for each kind of pair and $-H/4$ for each sublattice.

\section{The iteration}

Since $y_{ij}$ and $x_i$ are sums of $z$, differentiating \eqref{F} gives
\[
\frac{\partial F}{\partial z}=2e+2\ln z-\sum_{i<j}\ln y_{ij}+\frac54\sum_i\ln x_i+(2-6+5).
\]
With the constraint $\sum z=1$, this derivative must be the same constant for all 16 configurations. Solving for the explicit $\ln z$ suggests the update
\begin{equation}
w=e^{-e}\prod_{i<j}y_{ij}^{1/2}\prod_i x_i^{-5/8},\qquad Z=\sum w,\qquad z'=w/Z .
\label{map}
\end{equation}
One step computes $y,x$ from the current $z$, evaluates \eqref{map}, and replaces $z$ by $z'$. The next marginals come from $z'$, so they are automatically consistent. A positive $z$ gives a positive $z'$, and the fixed points with positive $z$ are the stationary points of $F$.

\section{Why each step descends}

For distributions $p,q$ define the relative entropy $D(p\|q)=\sum p\ln(p/q)$. From $\ln t\le t-1$ with $t=q/p$ we get $-D\le\sum(q-p)=0$. So $D\ge0$, with equality only for $p=q$.

Freeze the logarithms of $y$ and $x$ at their current values and let $\tau$ be a trial distribution:
\begin{align}
\Phi(\tau)&=\sum\tau\Big[2e+2\ln\tau-\sum_{i<j}\ln y_{ij}+\frac54\sum_i\ln x_i\Big]\nonumber\\
&=2\sum\tau\ln\frac{\tau}{w}=2D(\tau\|z')-2\ln Z .
\label{phi}
\end{align}
The last equality uses $w=Zz'$. Thus $z'$ is the unique minimizer of $\Phi$.

At $\tau=z$ nothing has been altered, because $\sum z\ln y_{ij}=\sum y_{ij}\ln y_{ij}$ and likewise for $x_i$. Hence
\[
F(z)=\Phi(z)=2D(z\|z')-2\ln Z .
\]
At $\tau=z'$ the true function contains $\ln y'$ and $\ln x'$ in place of $\ln y$ and $\ln x$, so
\[
F(z')=-2\ln Z-R,\qquad R=\sum_{i<j}D(y'_{ij}\|y_{ij})-\frac54\sum_iD(x'_i\|x_i).
\]
Subtraction gives the decrease,
\begin{equation}
F(z)-F(z')=2D(z\|z')+R .
\label{drop}
\end{equation}

It remains to show $R\ge0$. Write $y_{ij}(a,b)=x_i(a)\,q(b|a)$, and similarly with primes. The logarithm splits:
\[
D(y'_{ij}\|y_{ij})=D(x'_i\|x_i)+\sum_a x'_i(a)\,D\big(q'(\cdot|a)\|q(\cdot|a)\big)\ge D(x'_i\|x_i).
\]
The same holds with $j$ in place of $i$. Average the two inequalities and sum over pairs. Each site occurs in three pairs, so
\[
\sum_{i<j}D(y'_{ij}\|y_{ij})\ge\frac32\sum_iD(x'_i\|x_i),\qquad
R\ge\frac14\sum_iD(x'_i\|x_i)\ge0 .
\]
Therefore $F$ never rises, and it stays constant only if $z=z'$, a stationary point. Also $F(z')\le-2\ln Z\le F(z)$, and $F=-2\ln Z$ at convergence. The numerical check confirms \eqref{drop} for 500 random states, couplings and fields; the smallest decrease found was $0.084$.

The identity \eqref{drop} holds for whatever $H$ is used in the step, and the field enters $F$ only as $-H\bar m$, where $\bar m$ is the mean spin. If $H$ is chosen anew at each step so that $z'$ has exactly the same $\bar m$ as $z$, this term cancels in $F(z)-F(z')$, and the canonical free energy $F+H\bar m$ descends by the same argument. If $H$ is changed by a rule that does not keep $\bar m$ fixed, the function differs from step to step and \eqref{drop} gives no such guarantee.

\subsection{Descent does not select the physical minimum}

Take $z=1/2$ for the all-up and for the all-down tetrahedron and zero for the other configurations, with $H=0$. Every $z$, $y_{ij}$ and $x_i$ then has entropy $\ln2$, and \eqref{F} gives
\[
F=-6K-(2-6+5)\ln2=-6K-\ln2 .
\]
But neighbouring tetrahedra share sites, so on the connected lattice only two configurations, all up and all down, have every tetrahedron uniform. This $z$ is their equal mixture, whose total entropy is $k\ln2$; per site it vanishes as $N\to\infty$. The term $\ln2$ is an artefact of the approximation.

At $kT=9.5$, $J=1$, this state has $F=-6/9.5-0.693147=-1.324726$, below the value $-0.747169$ of the physical solution found below. A start with $98\%$ of this mixture and $2\%$ of the uniform distribution was drawn to it. The same artefact exists for $J<0$: the equal mixture of a 2:2 tetrahedron and its spin reverse has $F=-2|K|-\ln2$, which is $-1.750$ at $kT=1.893\,|J|$, below the value $-1.085$ shared there by the two phases compared in the last section. The starting state therefore matters. ``Transition'' below refers to the disordered solution continued from high temperature and to the ordered solutions reached from uncorrelated starts with nonzero site averages; these mixtures are excluded.

\section{The asymptotic error}

Let $z=z^*+v$ near a fixed point, with $\sum v=0$, and let $\delta y_{ij},\delta x_i$ be the marginals of $v$. Linearizing the logarithm of \eqref{map},
\begin{equation}
\frac{v'}{z^*}=\frac12\sum_{i<j}\frac{\delta y_{ij}}{y_{ij}}-\frac58\sum_i\frac{\delta x_i}{x_i}.
\label{lin}
\end{equation}
There is no term from $Z$: the average of the right side over $z^*$ is a combination of $\sum\delta y_{ij}$ and $\sum\delta x_i$, which vanish.

For an eigenvector, $v'=\lambda v$. Multiply \eqref{lin} by $2v$ and sum:
\[
2\lambda\sum\frac{v^2}{z^*}=\sum_{i<j}\sum\frac{(\delta y_{ij})^2}{y_{ij}}-\frac54\sum_i\sum\frac{(\delta x_i)^2}{x_i}.
\]
Since $(t\ln t)''=1/t$, the second derivative of $F$ along $v$ is $2\sum v^2/z^*$ minus this right side. Hence
\begin{equation}
1-\lambda=\frac{v^{T}(\nabla^2F)\,v}{2\sum v^2/z^*}.
\label{gap}
\end{equation}
The linear map is symmetric in the inner product $\sum uv/z^*$, so its eigenvalues are real. They are not negative: by the Cauchy--Schwarz inequality $\sum(\delta y_{ij})^2/y_{ij}\ge\sum(\delta x_i)^2/x_i$, and the count of three pairs per site applies again. At a minimum with positive curvature, $0\le\lambda<1$. A direction in which $F$ is nearly flat is one in which the iteration is slow.

Once the largest $\lambda$ dominates, the error obeys $\epsilon_{n+1}=\lambda\epsilon_n$. The last change is $d=\epsilon_n-\epsilon_{n+1}=(1-\lambda)\epsilon_n$, so
\begin{equation}
\epsilon_{n+1}=\frac{\lambda}{1-\lambda}\,d .
\label{stop}
\end{equation}
In this regime $\lambda$ can be estimated from the ratio of successive changes. A tolerance on $d$ alone does not bound the error.

\section{The disordered phase}

\subsection{Pair correlation}

Set $H=0$. In the disordered phase $x_i=1/2$ and $y_{ij}=(1+c\,\sigma_i\sigma_j)/4$. There are 2 uniform configurations (six like pairs), 8 of type 3:1 (three like, three unlike) and 6 of type 2:2 (two like, four unlike). Their sums $\sum\sigma_i\sigma_j$ are $6,0,-2$. Define
\[
s=e^K\sqrt{\frac{1+c}{1-c}} .
\]
After removal of the common factor $(1-c^2)^{3/2}$, the weights in \eqref{map} are proportional to $s^3,\,1,\,s^{-1}$. The mean of $\sigma_i\sigma_j$ per pair is $1,0,-1/3$ in the three types, so consistency requires
\[
c=\frac{2s^3-2s^{-1}}{2s^3+8+6s^{-1}}=\frac{s^4-1}{s^4+4s+3}=\frac{q-1}{q+3},\qquad q=s^3-s^2+s ,
\]
where a factor $s+1$ has cancelled. Equivalently,
\begin{equation}
s^3-s^2+s=\frac{1+3c}{1-c},\qquad K=\ln s-\frac12\ln\frac{1+c}{1-c}.
\label{Kc}
\end{equation}

\subsection{Slow modes}

Consider perturbations odd under spin reversal, with site averages $m_i$. Then $\delta x_i/x_i=m_i\sigma_i$ and $\delta y_{ij}=(m_i\sigma_i+m_j\sigma_j)/4$. Because $(\sigma_i\sigma_j)^2=1$, we have $1/(1+c\sigma_i\sigma_j)=(1-c\sigma_i\sigma_j)/(1-c^2)$, and
\[
\frac{\delta y_{ij}}{y_{ij}}=\frac{(m_i-cm_j)\sigma_i+(m_j-cm_i)\sigma_j}{1-c^2}.
\]
Equation \eqref{lin} becomes $v'/z^*=\sum_ig_i\sigma_i$, with
\[
g_i=\frac{3m_i-c\sum_{j\ne i}m_j}{2(1-c^2)}-\frac58m_i,\qquad
m_i'=g_i+c\sum_{j\ne i}g_j .
\]

For the uniform mode, $m_i=m$:
\[
\lambda_u=(1+3c)\Big[\frac{3}{2(1+c)}-\frac58\Big]=\frac{(1+3c)(7-5c)}{8(1+c)},
\]
\begin{equation}
1-\lambda_u=\frac{1-8c+15c^2}{8(1+c)}=\frac{(1-3c)(1-5c)}{8(1+c)} .
\label{lu}
\end{equation}
For the sublattice modes, $\sum m_i=0$, so $\sum_{j\ne i}m_j=-m_i$ and $\sum_{j\ne i}g_j=-g_i$:
\[
\lambda_s=(1-c)\Big[\frac{3+c}{2(1-c^2)}-\frac58\Big]=\frac{7+4c+5c^2}{8(1+c)},
\]
\begin{equation}
1-\lambda_s=\frac{1+4c-5c^2}{8(1+c)}=\frac{(1-c)(1+5c)}{8(1+c)} .
\label{ls}
\end{equation}
Even at infinite temperature, $c=0$, both factors are $7/8$. At the temperatures tested, the largest eigenvalue of the full numerical derivative of the map agrees with \eqref{lu} for $J>0$ and with \eqref{ls} for $J<0$.

\section{Slowing at the continuous transition}

For $J>0$, cooling raises $c$ from zero until $\lambda_u=1$ at $c=1/5$. Equation \eqref{Kc} then reads $s^3-s^2+s=2$, so $s=1.353210$ and
\[
K_c=\ln1.353210-\tfrac12\ln1.5=0.099747,\qquad kT_c=10.025\,J .
\]
This is the critical temperature of the tetrahedron approximation, which omits longer-range correlations; it is not the exact Ising value.

Let $t=T/T_c-1$. Near $c=1/5$, \eqref{lu} gives
\[
1-\lambda_u\approx\frac{(2/5)\,5\,(1/5-c)}{48/5}=\frac5{24}\Big(\frac15-c\Big),\qquad
\frac15-c\approx\frac{K_c-K}{K'(1/5)}\approx\frac{K_c\,t}{K'(1/5)} .
\]
Differentiating \eqref{Kc} at $c=1/5$, where $dq/dc=4/(1-c)^2=6.25$,
\[
K'=\frac{6.25}{s(3s^2-2s+1)}-\frac1{1-c^2}=0.1779 .
\]
Above $T_c$, to leading order,
\begin{equation}
1-\lambda\approx at,\qquad a=\frac{5K_c}{24K'}=0.1168 .
\end{equation}
The number of steps for a given error reduction thus grows as $1/t$. Reducing $m$ by $10^4$ takes $\ln10^4/(-\ln\lambda)$ steps. Runs started in the slow mode gave:
\begin{center}
\begin{tabular}{cccc}
$t$ & $\lambda$ & steps & $m$ when $d<10^{-8}$\\
0.100 & 0.98861 & 804 & $8.62\times10^{-7}$\\
0.010 & 0.99883 & 7863 & $8.53\times10^{-6}$\\
0.003 & 0.99965 & 26256 & $2.85\times10^{-5}$
\end{tabular}
\end{center}
The correct answer is $m=0$, so the last column is the absolute error. At $t=0.003$ it exceeds the tolerance almost three thousandfold, as \eqref{stop} predicts.

Equation \eqref{stop} fails during the initial transient. From an uncorrelated state with small $m$, $y_{ij}$ changes by the relative amount $m(\sigma_i+\sigma_j)$, so the first step multiplies $m$ by $(\frac32-\frac58)(1+3c_1)$, where $c_1$ is the pair correlation just created. At $T=1.1\,T_c$ this factor is $1.005$: $m$ first moves away from its limit, although $F$ falls. A small early change proves nothing.

\subsection{At and below the transition}

Close to $T_c$ the other modes relax quickly and follow $m$. Symmetry under $m\to-m$ then permits, to leading order,
\begin{equation}
m'=(1-at)\,m-bm^3 .
\label{cubic}
\end{equation}
We take $b>0$ from the numerical results. For $t<0$ the fixed point is $m_*^2=a|t|/b$, and the derivative there is
\[
\lambda=1+a|t|-3bm_*^2=1-2a|t| .
\]
So $1-\lambda$ below $T_c$ is twice its value at the same distance above. The computed ratio is $2.004$ at $|t|=10^{-4}$, $2.04$ at $10^{-3}$ and $2.27$ at $10^{-2}$; the factor of two is already off by $14\%$ at one per cent, although $1-\lambda\approx at$ still holds well above $T_c$ at that distance.

At $t=0$, \eqref{cubic} gives $1/m'^2\approx1/m^2+2b$. The error decays as $(2bn)^{-1/2}$ after $n$ steps, not geometrically. The phase below $T_c$ predicts $2b=(1-\lambda)/m_*^2=2.3413\times10^{-5}/0.02896^2=0.0279$, and iteration at $T_c$ gives $0.0279$. Starting from $m=0.1$, $m$ is still $0.029$ after 40000 steps. Equation \eqref{stop} fails here too: the change is $d\approx bm^3$, the ratio of successive changes is about $1-3bm^2$, and the resulting estimate is $m/3$, a third of the true error.

\section{A run below the transition}

Take $J=1$, $h=0$, $kT=9.5$ and an uncorrelated start with $m=0.9$. For such a state \eqref{F} reduces to
\[
F=-\frac{6(0.9)^2}{9.5}+0.95\ln0.95+0.05\ln0.05=-0.7101 .
\]
The iteration proceeds as follows:
\begin{center}
\begin{tabular}{ccc}
step & $F$ & $m$\\
0 & $-0.71009419$ & 0.900000\\
20 & $-0.74097080$ & 0.743273\\
100 & $-0.74705396$ & 0.568511\\
500 & $-0.74716873$ & 0.528548\\
5000 & $-0.74716873$ & 0.528487
\end{tabular}
\end{center}
At step 100 the error in $m$ is $0.040$, while that in $F$ is $1.1\times10^{-4}$. At step 500 $F$ has settled to eight decimals, but $m$ is still off by $6\times10^{-5}$. Because $F$ is stationary at the solution, its error is quadratic in that of $z$. A stationary $F$ is a weak criterion for converged probabilities. Here $\lambda=0.984$, so \eqref{stop} puts the late error at about 62 times the last change.

\section{Contrast with a first-order transition}

For $J=-1$, $h=0$, the disordered phase and the L1$_0$ phase, with two sublattices enriched in each species, have equal $F$ at $kT=1.893\,|J|$. The sublattice order parameter jumps to $0.847$. The contraction factors are $0.9821$ in the ordered and $0.9895$ in the disordered phase: slow, but below one. Here $c=-0.1885$, and \eqref{ls} reaches $\lambda_s=1$ only at $c=-1/5$, which lies at $kT=1.632\,|J|$. That is the spinodal, where the disordered phase loses its metastability. The asymptotic factor $\lambda$ reaches one only where the curvature of $F$ vanishes at the solution being computed, which a first-order transition does not require. The total number of steps can also diverge for another reason. The L1$_0$ solution ceases to exist at $kT^*=1.9437\,|J|$, and an ordered start just above that temperature lingers where the solution disappeared. It needs about $1.1\times10^4$, $3.2\times10^4$ and $1.0\times10^5$ steps at $k(T-T^*)=10^{-4}$, $10^{-5}$ and $10^{-6}\,|J|$ to bring the order parameter below $10^{-4}$, although the disordered solution it reaches has $\lambda=0.988$.

\section*{Calculated quantities}
\begin{verbatim}
Per site: tetrahedra 2, pairs 6; overcounting pair -1, point 5
500 random steps: smallest decrease of F = 0.0838
  smallest marginal term = 0.0072; largest identity error = 5.3e-15
J=-1, kT=5, H=0.8: F by iteration -0.86134920, by direct search -0.86134920
History for J=1, h=0, kT=9.5 J: step, F, m
     0  -0.71009419  0.900000
     1  -0.71409976  0.891102
     2  -0.71738117  0.881841
     5  -0.72499135  0.853974
    20  -0.74097080  0.743273
   100  -0.74705396  0.568511
   500  -0.74716873  0.528548
  5000  -0.74716873  0.528487
  contraction factor at the limit = 0.98422
  F of the spurious mixed state = -1.324726
Critical point: s = 1.353210, K_c = 0.099747, kTc = 10.02537 J
Predicted slope a of 1-lambda above Tc = 0.11681
T=1.1 Tc, uncorrelated start: first step multiplies m by 1.00517
Above Tc: T/Tc-1, c, lambda, steps for m 1e-4 to 1e-8 (predicted),
          error in m once its change per step is below 1e-8
  0.100  0.15949  0.988610     804 (804)  8.62e-07
  0.030  0.18504  0.996489    2619 (2619)  2.83e-06
  0.010  0.19462  0.998829    7863 (7863)  8.53e-06
  0.003  0.19834  0.999649   26256 (26256)  2.85e-05
Both sides: |T/Tc-1|, m below, 1-lambda above, below, ratio
  1e-02  0.26906  1.1707e-03  2.6620e-03  2.2739
  1e-03  0.09079  1.1685e-04  2.3845e-04  2.0408
  1e-04  0.02896  1.1681e-05  2.3413e-05  2.0043
At Tc: growth of 1/m^2 per step = 0.02788 (from below Tc: 0.02792)
  m after 40000 steps from m=0.1: 0.02879
J=-1: L1_0/disorder coexistence at kT = 1.89330 |J|
  sublattice m = 0.84669, c of disorder = -0.18853
  lambda: ordered 0.98206, disordered 0.98950
  disordered spinodal (lambda=1) at kT = 1.63239 |J|
\end{verbatim}
